# Kramers–Kronig relations from causality, with subtraction and the conductor's pole term, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Causal responses, with and without subtraction

A calculation of optical response may deliver half of what is needed. If only the absorptive part of a dielectric function has been computed, for instance as a sum over transitions, the dispersive part can be obtained from an integral over it; the conversion can also run the other way. Before that integral is coded, three things must be decided: whether the integral alone suffices, whether one known value of the function should be supplied with it, and whether a term singular at zero frequency must be added by hand. The answers depend on how the response behaves at very high and at very low frequency. A wrong choice can produce a smooth, plausible curve that is off by a constant, or a metal that appears to emit energy.

### Conventions and assumptions

A drive \(E(t)\) produces a response \(R(t)\). The system is linear and its properties do not change in time, so

\[
R(t)=\int_{-\infty}^{\infty}\chi(t-t')\,E(t')\,dt' .
\]

Causality means that the drive at \(t'\) cannot affect the response at an earlier time: \(\chi(t)=0\) for \(t<0\). The kernel \(\chi(t)\) is real, because a real drive gives a real response.

Signals vary as \(e^{-i\omega t}\). Inserting \(E(t')=E_0e^{-i\omega t'}\) and writing \(s=t-t'\) gives \(R(t)=\chi(\omega)E_0e^{-i\omega t}\) with

\[
\chi(\omega)=\int_0^\infty \chi(s)\,e^{i\omega s}\,ds. \tag{1}
\]

The lower limit is zero because of causality. With the opposite convention, \(e^{+i\omega t}\), \(\chi\) is replaced by its complex conjugate, and the imaginary part changes sign in every formula below. Units are Rydberg atomic units with \(\hbar=1\), so frequencies are in Ry.

Write \(\chi=\chi'+i\chi''\) on the real axis. Since \(\chi(s)\) is real, (1) gives \(\chi(-\omega)=\chi(\omega)^*\). Hence \(\chi'\) is even and \(\chi''\) is odd.

For the first derivation, assume that \(\int_0^\infty|\chi(s)|ds\) and \(\int_0^\infty s|\chi(s)|ds\) are finite: the system forgets a pulse fast enough. Two cases that break this assumption, an instantaneous response and a conductor, are treated later.

### What causality gives

Let \(z=\omega+i\eta\) with \(\eta\ge0\). In (1) the exponential becomes \(e^{i\omega s}e^{-\eta s}\), whose modulus is at most 1 because \(s\) is never negative. The integral therefore converges throughout the upper half-plane. So does its derivative with respect to \(z\), whose integrand is \(is\,\chi(s)e^{izs}\). Thus \(\chi(z)\) is analytic for \(\eta>0\), and \(\chi\) and its first derivative are continuous up to the real axis. A kernel with a part at \(s<0\) would bring in a factor \(e^{\eta|s|}\), which grows with \(\eta\), and this bound would be lost. If that part has finite duration, \(\chi(z)\) is still analytic, but it no longer vanishes at infinity, as the contour argument below requires.

The function also vanishes at infinity, uniformly in direction. To see this, choose a small \(\delta>0\). An integrable kernel can be approximated by a continuously differentiable function \(g(s)\) on \(s\ge0\) that is zero beyond some time \(T\), with \(\int_0^\infty|\chi-g|ds<\delta\). Since \(|e^{izs}|\le1\), the transforms differ by less than \(\delta\). Integration by parts gives

\[
g(z)=\int_0^T g(s)e^{izs}ds=-\frac{g(0)}{iz}-\frac1{iz}\int_0^T g'(s)e^{izs}ds,
\]

where the boundary term at \(T\) is absent because \(g(T)=0\). Therefore \(|g(z)|\le\left[|g(0)|+\int_0^T|g'|ds\right]/|z|\), which is below \(\delta\) for large enough \(|z|\). There \(|\chi(z)|<2\delta\), whatever the direction of \(z\) in the closed upper half-plane.

### The contour

Fix a real \(\omega\) and integrate \(\chi(z)/(z-\omega)\) around a closed path. The path runs along the real axis from \(-\Lambda\) to \(\omega-r\), passes above \(\omega\) on a semicircle of radius \(r\), continues along the axis to \(\Lambda\), and returns on a large semicircle in the upper half-plane. The integrand is analytic inside the path and continuous on it, so the total is zero. (Cauchy's theorem applies to the path raised slightly above the axis; continuity permits lowering it again.)

On the small semicircle, \(z=\omega+re^{i\theta}\) and \(dz/(z-\omega)=i\,d\theta\). The path is clockwise, so \(\theta\) runs from \(\pi\) to 0:

\[
\int_\pi^0 i\,\chi(\omega+re^{i\theta})\,d\theta\;\longrightarrow\;-i\pi\chi(\omega)\qquad(r\to0).
\]

On the large semicircle, \(|z-\omega|\ge\Lambda-|\omega|\) and the length is \(\pi\Lambda\). Its contribution is at most \(\pi\Lambda\max|\chi|/(\Lambda-|\omega|)\), which tends to zero because \(\chi\) does. The straight pieces form the principal value \(\mathcal P\), with a symmetric gap at \(\omega\) and symmetric outer limits. Hence

\[
\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi(x)}{x-\omega}\,dx=i\pi\,\chi(\omega). \tag{2}
\]

The right side is \(i\pi\chi'-\pi\chi''\). Equating imaginary parts, then real parts, gives

\[
\chi'(\omega)=\frac1\pi\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi''(x)}{x-\omega}dx,\qquad
\chi''(\omega)=-\frac1\pi\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi'(x)}{x-\omega}dx .
\]

To use positive frequencies alone, replace \(x\) by \(-x\) on the negative half. In the first integral the oddness of \(\chi''\) turns \(\chi''(-x)/(-x-\omega)\) into \(+\chi''(x)/(x+\omega)\). In the second the evenness of \(\chi'\) gives \(-\chi'(x)/(x+\omega)\). With

\[
\frac1{x-\omega}+\frac1{x+\omega}=\frac{2x}{x^2-\omega^2},\qquad
\frac1{x-\omega}-\frac1{x+\omega}=\frac{2\omega}{x^2-\omega^2},
\]

the Kramers–Kronig relations for \(\omega>0\) are

\[
\chi'(\omega)=\frac2\pi\mathcal P\!\int_0^\infty\frac{x\,\chi''(x)}{x^2-\omega^2}dx, \tag{3}
\]
\[
\chi''(\omega)=-\frac{2\omega}\pi\mathcal P\!\int_0^\infty\frac{\chi'(x)}{x^2-\omega^2}dx. \tag{4}
\]

The signs in (3) have a direct reading. Where \(\chi''>0\), absorption above \(\omega\) raises \(\chi'(\omega)\), and absorption below \(\omega\) lowers it.

The derivation of (2) used analyticity above the axis, smoothness on it and decay at infinity. Any function with these three properties obeys (2), even if its time kernel is not integrable. This is used twice below.

### What happens when causality is broken

Suppose the kernel also has a part at negative times, with transform \(a(\omega)\), beside the causal part \(c(\omega)\). The transform \(a\) is analytic in the lower half-plane, so its contour closes below and passes below \(\omega\). The small semicircle is then counterclockwise and gives \(+i\pi a(\omega)\), so that \(\mathcal P\!\int a(x)/(x-\omega)\,dx=-i\pi a(\omega)\). The right side of (3) thus yields \(\mathrm{Re}(c-a)\), whereas the true real part is \(\mathrm{Re}(c+a)\). The integral falls short by \(2\,\mathrm{Re}\,a(\omega)\).

A damped oscillator shows the size of the effect. For \(s>0\) its kernel is \(A\,e^{-\Gamma s/2}\sin(\nu s)/\nu\), with \(\nu^2=\omega_1^2-\Gamma^2/4\). Writing the sine as two exponentials and integrating gives

\[
L(\omega)=\frac{A}{2i\nu}\left[\frac1{\Gamma/2-i\omega-i\nu}-\frac1{\Gamma/2-i\omega+i\nu}\right]
=\frac{A}{(\Gamma/2-i\omega)^2+\nu^2}=\frac{A}{\omega_1^2-\omega^2-i\Gamma\omega}. \tag{5}
\]

Take \(A=0.5\ \mathrm{Ry}^2\), \(\omega_1=0.5\) Ry and \(\Gamma=0.1\) Ry, and shift the kernel by \(\tau=2\,\hbar/\mathrm{Ry}\). A later start multiplies \(L\) by \(e^{i\omega\tau}\), an earlier start by \(e^{-i\omega\tau}\). At \(\omega=0.3\) Ry the delayed response has real part 2.172, and (3) returns 2.172. The advanced response, which begins before its cause, has real part 2.811, but (3) returns 1.142. The part of its kernel at negative times has \(\mathrm{Re}\,a=0.8345\), and indeed \(2.811-1.142=1.669=2\times0.8345\). A delay is harmless; an advance is not.

These integrals, and the other principal values quoted below, were evaluated by adaptive quadrature. Near each singular point the factor \(1/(x-\omega)\) was built into the quadrature weight, and ordinary quadrature covered the rest. For the shifted kernels the upper limit was 300 Ry.

### Responses that do not vanish at infinity

If part of the response is instantaneous, \(\chi(t)\) contains \(c\,\delta(t)\), with \(c\) real, and \(\chi(\omega)\to c\). Relation (3) then applies to \(\chi-c\), and its integral gives \(\chi'-c\): the curve has the right shape but the wrong height. If \(c\) is unknown, one known value of \(\chi'\) can replace it.

More generally, let \(\chi\) be analytic above the axis and smooth on it, but require only that \(\chi(z)/z\to0\) uniformly at infinity. Choose a real frequency \(\omega_0\) and define

\[
h(z)=\frac{\chi(z)-\chi(\omega_0)}{z-\omega_0}.
\]

This function is analytic above the axis. It is finite at \(\omega_0\), where it tends to the derivative of \(\chi\), and it vanishes at infinity. So (2) holds for \(h\). Multiplying by \((\omega-\omega_0)/(i\pi)\) gives

\[
\chi(\omega)-\chi(\omega_0)=\frac{\omega-\omega_0}{i\pi}\,\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi(x)-\chi(\omega_0)}{(x-\omega_0)(x-\omega)}dx .
\]

The constant in the numerator drops out. To show this, use

\[
\frac1{(x-\omega_0)(x-\omega)}=\frac1{\omega-\omega_0}\left[\frac1{x-\omega}-\frac1{x-\omega_0}\right]
\]

and \(\mathcal P\!\int_{-\Lambda}^{\Lambda}dx/(x-\omega)=\ln[(\Lambda-\omega)/(\Lambda+\omega)]\to0\). Both terms in the bracket integrate to zero, so for \(\omega\ne\omega_0\)

\[
\mathcal P\!\int_{-\infty}^{\infty}\frac{dx}{(x-\omega_0)(x-\omega)}=0. \tag{6}
\]

The real part of what remains contains \(\chi''\):

\[
\chi'(\omega)-\chi'(\omega_0)=\frac{\omega-\omega_0}{\pi}\,\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi''(x)}{(x-\omega_0)(x-\omega)}dx .
\]

Folding the negative half with \(\chi''\) odd produces the kernel

\[
\frac1{(x-\omega_0)(x-\omega)}-\frac1{(x+\omega_0)(x+\omega)}=\frac{2x(\omega+\omega_0)}{(x^2-\omega_0^2)(x^2-\omega^2)},
\]

and therefore the subtracted relation

\[
\chi'(\omega)-\chi'(\omega_0)=\frac2\pi(\omega^2-\omega_0^2)\,\mathcal P\!\int_0^\infty\frac{x\,\chi''(x)}{(x^2-\omega^2)(x^2-\omega_0^2)}dx. \tag{7}
\]

For the imaginary part choose \(\omega_0=0\), where \(\chi''(0)=0\) by oddness. Then \(\chi''(\omega)=-(\omega/\pi)\,\mathcal P\!\int\chi'(x)/[x(x-\omega)]\,dx\) over the whole axis. Folding with \(\chi'\) even gives \(1/[x(x-\omega)]+1/[x(x+\omega)]=2/(x^2-\omega^2)\), which is (4) again. Relation (4) thus needs no change: it already contains one subtraction.

The function \(\sqrt{1-i\omega/\kappa}\) with \(\kappa=0.2\) Ry makes the difference visible. In the upper half-plane the quantity under the root has a positive real part, so the principal root is analytic there. It grows as \(\sqrt{|\omega|}\), and the integral in (3) diverges. Its real part changes by 0.1547 between 0.1 and 0.3 Ry, and (7) gives the same 0.1547.

### What subtraction gains with incomplete data

When (3) converges, (7) is the difference of (3) at two frequencies. Absorption at \(x\) then enters with its weight in (3) multiplied by

\[
\frac{\omega^2-\omega_0^2}{x^2-\omega_0^2}, \tag{8}
\]

which is small when \(x\) is far above both frequencies.

Consider an insulator made of oscillator (5) with the parameters above and a second one of strength \(9\ \mathrm{Ry}^2\), resonance 3 Ry and width 0.3 Ry. Suppose its absorption is known up to 1.5 Ry. At \(\omega=0.3\) Ry the full model has \(\chi'=4.029\). The truncated integral (3) gives 3.053, an error of \(-0.976\). If \(\chi'(0.1\ \mathrm{Ry})=3.081\) is known, the truncated integral (7) gives 4.019, an error of \(-0.009\).

At the high resonance, (8) is \((0.09-0.01)/(9-0.01)=0.0089\), close to the observed reduction of the error by a factor of about 0.01. The price is that any error in the supplied \(\chi'(\omega_0)\) passes undiminished into every result.

## Part 2. The dielectric function of a conductor

The symbols and results carried over are these. Signals vary as \(e^{-i\omega t}\), \(\hbar=1\), and \(\mathcal P\) denotes a principal value. Let a function \(\chi=\chi'+i\chi''\) be analytic in the upper half-plane, smooth on the real axis and vanishing at infinity, with \(\chi(-\omega)=\chi(\omega)^*\). Then

\[
\chi'(\omega)=\frac2\pi\mathcal P\!\int_0^\infty\frac{x\chi''(x)}{x^2-\omega^2}dx,\qquad
\chi''(\omega)=-\frac{2\omega}\pi\mathcal P\!\int_0^\infty\frac{\chi'(x)}{x^2-\omega^2}dx .
\]

These are (3) and (4); over the whole axis their kernels are \(\pm1/[\pi(x-\omega)]\). The subtracted relation (7) gives \(\chi'(\omega)-\chi'(\omega_0)\). By (6), the principal value of \(1/[(x-\omega_0)(x-\omega)]\) over the whole axis is zero for \(\omega\neq\omega_0\). The damped oscillator is \(L(\omega)=A/(\omega_1^2-\omega^2-i\Gamma\omega)\).

For causal responses, relations (3) and (4) link the real and imaginary parts when the response vanishes at high frequency, and the subtracted relation (7) uses one known value when it does not. What remains is the conductor, whose dielectric function is singular at zero frequency.
